**Schottky heat capacity: peak, degeneracy ratio and high-temperature tail**

For independent ions with two levels of gap $\Delta$ and degeneracy ratio $r=g_1/g_0$, and with $x=\Delta/kT$, the molar heat capacity is $C/R=rx^2e^{-x}/(1+re^{-x})^2$, with one peak at $x_*\tanh[(x_*-\ln r)/2]=2$ of height $x_*^2/4-1$. For any finite level set of width $W$ and for $W/kT<\pi$, $C/R=\kappa_2/(kT)^2-\kappa_3/(kT)^3+\kappa_4/(2(kT)^4)-\cdots$, where $\kappa_n$ are the cumulants of the equal-weight distribution of states and $\kappa_2$ is the level variance. The program computes $C=-T\,\partial^2F/\partial T^2$ from $F=-kT\ln Z$ by high-precision differentiation and finds peaks by golden-section search. It asserts agreement with the closed form, the peak condition and height, the low-temperature, small-$r$ and large-$r$ limits, the entropy and energy integrals, the fluctuation formula, and the cumulant tail with moments taken from matrix traces. It also asserts convergence of the series at $W/kT=2.9$ for the four model ions, and for $r=2$ convergence at 0.9 and divergence at 1.1 times the radius $\sqrt{\pi^2+\ln^2r}$. The output gives $kT_*/\Delta=0.41678$ and $C_{\max}=0.43923R$ for $r=1$, a table over $r$, and a level scheme with two peaks. For model $J=3/2$ and $J=5/2$ ions it lists levels (as $E/k$ in kelvin), peaks, entropies, cumulants and partial sums of the tail at 300 K, showing equal variances but different peaks for $r=2$ and $r=1/2$.

## Verification by program

```python
# Schottky heat capacity of independent ions with levels E_i (degeneracy g_i).
# Energies are E/k in kelvin (or in units of the gap), C is in units of R.
# Results under test, with x = Delta/kT, r = g1/g0, W = total width of the levels:
#   C/R = Var_T(E)/T^2;  two levels: C/R = r x^2 e^-x / (1 + r e^-x)^2
#   single peak: x tanh((x - ln r)/2) = 2, height x^2/4 - 1; small- and large-r limits
#   integral C dT/T = ln(1+r), integral C dT = Delta r/(1+r)
#   high T: C/R = k2/T^2 - k3/T^3 + k4/(2 T^4) - ..., k_n = cumulants of the
#   equal-weight distribution of states (from traces of H); converges for W/T < pi,
#   two-level radius sqrt(pi^2 + ln^2 r).
# Independent road: C = -T d2F/dT2 with F = -T ln Z, peaks by direct maximization.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import brentq
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.constants import R, k, h, c
mp.mp.dps = 30

def c_def(levels, T):
    lv = [(mp.mpf(float(e)), mp.mpf(float(g))) for e, g in levels]
    F = lambda t: -t * mp.log(mp.fsum(g * mp.exp(-e / t) for e, g in lv))
    return -mp.mpf(T) * mp.diff(F, mp.mpf(T), 2)

def peak_def(levels, lo, hi):
    lo, hi, q = mp.mpf(lo), mp.mpf(hi), (mp.sqrt(5) - 1) / 2
    for _ in range(80):
        a, b = hi - q * (hi - lo), lo + q * (hi - lo)
        if c_def(levels, a) > c_def(levels, b):
            hi = b
        else:
            lo = a
    return float((lo + hi) / 2), float(c_def(levels, (lo + hi) / 2))

def count_peaks(levels, lo, hi):
    v = [c_def(levels, t) for t in np.geomspace(lo, hi, 150)]
    return sum(v[i] > v[i - 1] and v[i] > v[i + 1] for i in range(1, len(v) - 1))

c_two = lambda x, r: r * x**2 * np.exp(-x) / (1 + r * np.exp(-x))**2
x_star = lambda r: brentq(lambda x: x * np.tanh((x - np.log(r)) / 2) - 2, 2, 100, xtol=1e-14)
two = lambda r: [(0, 1), (1, r)]

# closed form, low-T limit, dependence on the ratio only
for r in (0.2, 1, 3):
    for x in (0.1, 1.0, 2.4, 9.0):
        assert abs(c_def(two(r), 1 / x) / c_two(x, r) - 1) < 1e-11
        assert abs(c_def([(0, 4), (1, 4 * r)], 1 / x) / (x**2 / 4 / np.cosh((x - np.log(r)) / 2)**2) - 1) < 1e-11
    rel = 1 - c_def(two(r), 1 / 15) / (r * 225 * mp.exp(-15))
    assert abs(rel / (2 * r * mp.exp(-15)) - 1) < 1e-4

print("r=1 bracket: y tanh y at y=1.19: %.5f, at y=1.20: %.5f" % (1.19 * np.tanh(1.19), 1.2 * np.tanh(1.2)))
print("r, x*, kT*/Delta, Cmax/R, entropy/R, variance/Delta^2")
found = []
for r in (0.1, 1 / 3, 0.5, 1, 2, 3, 10):
    t, cm = peak_def(two(r), 0.05, 1)
    xs = x_star(r)
    assert abs(1 / t - xs) < 1e-9 and abs(cm - (xs**2 / 4 - 1)) < 1e-11
    assert abs(np.exp(1 / t) * (1 / t - 2) / (1 / t + 2) / r - 1) < 1e-7
    assert count_peaks(two(r), 0.05, 50) == 1 and t < 0.5
    s = quad(lambda x: c_two(x, r) / x, 0, np.inf)[0]
    u = quad(lambda x: c_two(x, r) / x**2, 0, np.inf)[0]
    assert abs(s - np.log(1 + r)) < 1e-8 and abs(u - r / (1 + r)) < 1e-8
    var = float(c_def(two(r), 1e6)) * 1e12
    assert abs(var / (r / (1 + r)**2) - 1) < 2e-6      # next term is of relative order 1e-6
    found.append((t, cm))
    print("  %.4f  %.5f  %.5f  %.5f  %.5f  %.5f" % (r, xs, t, cm, s, var))
assert all(a[0] > b[0] and a[1] < b[1] for a, b in zip(found, found[1:]))
print("r=1 peak: Cmax = %.4f J/(mol K)" % (found[3][1] * R))

t, cm = peak_def(two(1e-4), 0.05, 1)
assert abs(cm / (4e-4 / np.e**2) - 1) < 1e-4 and abs((1 / t - 2) / (4e-4 / np.e**2) - 1) < 1e-3
print("small r: 4/e^2 = %.5f; Cmax/(R r) at r=1e-4: %.5f" % (4 / np.e**2, cm / 1e-4))
for r in (1e8, 1e12):
    L = np.log(r)
    t, cm = peak_def(two(r), 0.01, 1)
    assert abs((cm - L**2 / 4 - 1) * L**2 + 4 / 3) < 0.05 and abs(1 / t - L - 4 / L) < 12 / L**3
print("large r=1e12: Cmax/R = %.4f, L^2/4+1-4/(3L^2) = %.4f" % (cm, L**2 / 4 + 1 - 4 / (3 * L**2)))
npk = count_peaks([(0, 1), (1, 1), (30, 2)], 0.05, 500)
assert npk == 2
print("levels 0, 1, 30 (g = 1, 1, 2): number of peaks = %d" % npk)

# symbolic high-T coefficients for two levels, from ln Z
xs_, rs_ = sp.symbols("x r", positive=True)
lnZ = sp.log(1 + rs_ * sp.exp(-xs_))
assert sp.simplify(sp.diff(lnZ, xs_, 2).subs(xs_, 0) - rs_ / (1 + rs_)**2) == 0
assert sp.simplify(-sp.diff(lnZ, xs_, 3).subs(xs_, 0) - rs_ * (1 - rs_) / (1 + rs_)**3) == 0

def series_terms(levels, beta, n=300):
    z = [mp.fsum(g * (-mp.mpf(float(e)))**m for e, g in levels) / mp.factorial(m) for m in range(n + 2)]
    u = []
    for m in range(n + 1):      # power series of Z'/Z
        u.append(((m + 1) * z[m + 1] - mp.fsum(z[j] * u[m - j] for j in range(1, m + 1))) / z[0])
    return [m * u[m] * mp.mpf(beta)**(m + 1) for m in range(1, n + 1)]

radius = np.hypot(np.pi, np.log(2))
assert abs(mp.fsum(series_terms(two(2), 0.9 * radius)) - c_two(0.9 * radius, 2)) < 1e-8
assert max(abs(v) for v in series_terms(two(2), 1.1 * radius)[-20:]) > 1e6
print("series radius in Delta/kT for r=2 (and 1/2): %.4f" % radius)

def spin(j):
    m = np.arange(j, -j - 1, -1)
    jp = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (jp + jp.T) / 2 + 0j, (jp - jp.T) / 2j, np.diag(m) + 0j

p4 = lambda a: np.linalg.matrix_power(a, 4)
jx, jy, jz = spin(2.5)
quartic = p4(jx) + p4(jy) + p4(jz)
mean_q = np.trace(quartic).real / 6
cubic = quartic - mean_q * np.eye(6)
axial = jz @ jz - 35 / 12 * np.eye(6)
for rot in (expm(-0.5j * np.pi * jx), expm(-0.5j * np.pi * jz)):
    assert np.allclose(rot @ cubic @ rot.conj().T, cubic, atol=1e-11)
assert abs(mean_q - 707 / 16) < 1e-12
assert np.allclose(np.linalg.eigvalsh(cubic), [-12, -12, 6, 6, 6, 6], atol=1e-11)
assert abs(np.trace(cubic @ axial)) < 1e-10
cr = cubic.real
assert np.allclose([cr[0, 0], cr[0, 4], cr[4, 4], cr[2, 2]], [3, 3 * 5**0.5, -9, 6], atol=1e-12)
print("J=5/2 quartic operator: mean %.4f; traceless <5/2|5/2> %.3f, <5/2|-3/2> %.4f, <-3/2|-3/2> %.3f, <1/2|1/2> %.3f"
      % (mean_q, cr[0, 0], cr[0, 4], cr[4, 4], cr[2, 2]))

kz = spin(1.5)[2]
A, D32, D52, T_hi = 5.0, 45.0, 10.0, 300.0
cases = [("J=3/2 axial, D = %g K" % D32, D32 * (kz @ kz - 1.25 * np.eye(4)), D32**2),
         ("J=5/2 cubic, A = %+g K" % A, A * cubic, 72 * A**2),
         ("J=5/2 cubic, A = %+g K" % -A, -A * cubic, 72 * A**2),
         ("J=5/2, A = %+g K, D = %g K" % (A, D52), A * cubic + D52 * axial, 72 * A**2 + 56 / 9 * D52**2)]
for name, H, var_formula in cases:
    G = len(H)
    ev = np.linalg.eigvalsh(H)
    ev = ev - ev[0]
    states = [(e, 1) for e in ev]
    vals, degs = np.unique(np.round(ev, 6) + 0.0, return_counts=True)
    W = ev[-1]
    Hc = H - np.trace(H) / G * np.eye(G)
    k2, k3, m4 = [np.trace(np.linalg.matrix_power(Hc, n)).real / G for n in (2, 3, 4)]
    k4 = m4 - 3 * k2**2
    assert abs(k2 / var_formula - 1) < 1e-12
    for T in (15.0, 40.0, 300.0):     # fluctuation identity, no diagonalization
        rho = expm(-H / T)
        rho = rho / np.trace(rho)
        fl = (np.trace(rho @ H @ H) - np.trace(rho @ H)**2).real / T**2
        assert abs(fl / c_def(states, T) - 1) < 1e-9
    T = 1000 * W                      # remainder is k5/(6 T^3), below 0.1 W^5/T^3
    resid = c_def(states, T) * T**2 - (k2 - k3 / T + k4 / (2 * T**2))
    assert abs(resid) < 0.1 * W**5 / T**3 < 0.1 * abs(k4) / (2 * T**2)
    scaled = [(e / W, 1) for e in ev]
    assert abs(mp.fsum(series_terms(scaled, 2.9)) - c_def(scaled, 1 / 2.9)) < 1e-6
    assert count_peaks(states, 5, 2000) == 1
    tp, cp = peak_def(states, 5, 200)
    def c_over_t(lt):
        w = np.exp(-ev / np.exp(lt))
        w = w / w.sum()
        return (w @ ev**2 - (w @ ev)**2) / np.exp(2 * lt)
    ent = quad(c_over_t, np.log(1.0), np.log(1e8), limit=200)[0]
    assert abs(ent - np.log(G / degs[0])) < 1e-7
    if len(vals) == 2:
        xs = x_star(degs[1] / degs[0])
        assert abs(tp - W / xs) < 1e-7 and abs(cp - xs**2 / 4 + 1) < 1e-10
    print(name)
    print("  levels (K) x degeneracy: " + ", ".join("%.3f x%d" % vd for vd in zip(vals, degs)))
    print("  width = %.3f K = %.2f cm^-1" % (W, W * k / (h * c * 100)))
    print("  peak: T = %.3f K, C/R = %.4f, C = %.3f J/(mol K); entropy/R = %.4f" % (tp, cp, cp * R, ent))
    print("  variance = %.2f K^2, k3 = %.1f K^3, k4 = %.4e K^4" % (k2, round(k3, 6) + 0.0, k4))
    t1 = k2 / T_hi**2
    t2 = t1 - k3 / T_hi**3
    t3 = t2 + k4 / (2 * T_hi**4)
    print("  C/R at %g K: exact %.6f; tail 1, 2, 3 terms: %.6f, %.6f, %.6f"
          % (T_hi, float(c_def(states, T_hi)), t1, t2, t3))
print("three-doublet variance parts: 72A^2 = %.2f K^2, 56D^2/9 = %.2f K^2" % (72 * A**2, 56 / 9 * D52**2))
print("verified")
```

Output:

```
r=1 bracket: y tanh y at y=1.19: 0.98839, at y=1.20: 1.00039
r, x*, kT*/Delta, Cmax/R, entropy/R, variance/Delta^2
  0.1000  2.05206  0.48732  0.05273  0.09531  0.08264
  0.3333  2.15993  0.46298  0.16632  0.28768  0.18750
  0.5000  2.22780  0.44887  0.24078  0.40547  0.22222
  1.0000  2.39936  0.41678  0.43923  0.69315  0.25000
  2.0000  2.65466  0.37670  0.76180  1.09861  0.22222
  3.0000  2.84499  0.35150  1.02349  1.38629  0.18750
  10.0000  3.56925  0.28017  2.18488  2.39790  0.08264
r=1 peak: Cmax = 3.6520 J/(mol K)
small r: 4/e^2 = 0.54134; Cmax/(R r) at r=1e-4: 0.54133
large r=1e12: Cmax/R = 191.8666, L^2/4+1-4/(3L^2) = 191.8666
levels 0, 1, 30 (g = 1, 1, 2): number of peaks = 2
series radius in Delta/kT for r=2 (and 1/2): 3.2172
J=5/2 quartic operator: mean 44.1875; traceless <5/2|5/2> 3.000, <5/2|-3/2> 6.7082, <-3/2|-3/2> -9.000, <1/2|1/2> 6.000
J=3/2 axial, D = 45 K
  levels (K) x degeneracy: 0.000 x2, 90.000 x2
  width = 90.000 K = 62.55 cm^-1
  peak: T = 37.510 K, C/R = 0.4392, C = 3.652 J/(mol K); entropy/R = 0.6931
  variance = 2025.00 K^2, k3 = 0.0 K^3, k4 = -8.2012e+06 K^4
  C/R at 300 K: exact 0.022001; tail 1, 2, 3 terms: 0.022500, 0.022500, 0.021994
J=5/2 cubic, A = +5 K
  levels (K) x degeneracy: 0.000 x2, 90.000 x4
  width = 90.000 K = 62.55 cm^-1
  peak: T = 33.903 K, C/R = 0.7618, C = 6.334 J/(mol K); entropy/R = 1.0986
  variance = 1800.00 K^2, k3 = -54000.0 K^3, k4 = -4.8600e+06 K^4
  C/R at 300 K: exact 0.021652; tail 1, 2, 3 terms: 0.020000, 0.022000, 0.021700
J=5/2 cubic, A = -5 K
  levels (K) x degeneracy: 0.000 x4, 90.000 x2
  width = 90.000 K = 62.55 cm^-1
  peak: T = 40.399 K, C/R = 0.2408, C = 2.002 J/(mol K); entropy/R = 0.4055
  variance = 1800.00 K^2, k3 = 54000.0 K^3, k4 = -4.8600e+06 K^4
  C/R at 300 K: exact 0.017751; tail 1, 2, 3 terms: 0.020000, 0.018000, 0.017700
J=5/2, A = +5 K, D = 10 K
  levels (K) x degeneracy: 0.000 x2, 65.208 x2, 120.416 x2
  width = 120.416 K = 83.69 cm^-1
  peak: T = 33.374 K, C/R = 0.6620, C = 5.504 J/(mol K); entropy/R = 1.0986
  variance = 2422.22 K^2, k3 = -12074.1 K^3, k4 = -8.8007e+06 K^4
  C/R at 300 K: exact 0.026811; tail 1, 2, 3 terms: 0.026914, 0.027361, 0.026818
three-doublet variance parts: 72A^2 = 1800.00 K^2, 56D^2/9 = 622.22 K^2
verified
```
